# Koopmans' theorem: frozen-orbital removal and addition energies in Hartree-Fock theory

## Two electrons in one orbital

Put two electrons of opposite spin into one normalized spatial orbital \(\varphi_1\). Let \(h_{11}\) be the kinetic energy plus nuclear attraction of one electron in it, and \(J_{11}\) the Coulomb repulsion between the two. With the nuclei fixed, and their mutual repulsion left out because it cancels in every difference,

\[
E(2)=2h_{11}+J_{11}.
\]

In the Hartree-Fock equation each electron moves in the field of the other, so the orbital energy is

\[
\varepsilon_1=h_{11}+J_{11}.
\]

Remove one electron and leave the orbital of the other unchanged. The remaining energy is \(E(1)=h_{11}\), and

\[
E(1)-E(2)=h_{11}-2h_{11}-J_{11}=-(h_{11}+J_{11})=-\varepsilon_1 .
\]

The departing electron takes with it the whole repulsion \(J_{11}\), which is also what \(\varepsilon_1\) contains. The sum \(2\varepsilon_1=2h_{11}+2J_{11}\) counts that repulsion twice and is not the total energy. The general proof is the same bookkeeping with more electrons and with exchange.

## Statement and conventions

Hartree atomic units are used. Let \(\Phi\) be an \(N\)-electron Hartree-Fock determinant of orthonormal spin orbitals. Indices \(i,j\) denote occupied spin orbitals, \(a,b\) virtual ones, and \(p,q,r,s\) any. The two-electron integrals are

\[
\langle pq|rs\rangle=\iint \phi_p^*(1)\phi_q^*(2)\,\frac{1}{r_{12}}\,\phi_r(1)\phi_s(2)\,d1\,d2,
\qquad
\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,
\]

where integration includes the spin sum. The diagonal combination is \(\langle pq\|pq\rangle=J_{pq}-K_{pq}\), Coulomb minus exchange. The exchange part vanishes for opposite spins, and \(\langle pp\|pp\rangle=0\). The Fock matrix built from \(\Phi\) is

\[
f_{pq}=h_{pq}+\sum_{j}^{\rm occ}\langle pj\|qj\rangle .
\]

Canonical spin orbitals diagonalize it: \(f_{pq}=\varepsilon_p\delta_{pq}\). The claims are

\[
E_{N-1}^{(i)}-E_N=-\varepsilon_i,\qquad E_{N+1}^{(a)}-E_N=+\varepsilon_a ,
\]

where each ion is a single determinant made from the orbitals of \(\Phi\), at the same nuclear positions. These are identities between determinant energies. Reading \(-\varepsilon_i\) as a measured ionization energy is a further approximation. The electron affinity is conventionally \(E_N-E_{N+1}\), so its frozen-orbital value is \(-\varepsilon_a\).

The result applies to unrestricted Hartree-Fock and to closed-shell restricted Hartree-Fock, where the \(\alpha\) and \(\beta\) spin orbitals share their energies.

## Energy of a determinant

With annihilation operators \(a_p\), the electronic Hamiltonian is

\[
H=\sum_{pq}h_{pq}a_p^\dagger a_q+\frac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_s a_r .
\]

Take a determinant with occupations \(n_p=0\) or \(1\). The operator \(a_p^\dagger a_q\) returns the same determinant only if \(p=q\), so its expectation value is \(n_p\delta_{pq}\). In the two-electron term, the pair removed must be the pair restored. There are two ways:

- \(p=r,\ q=s\) gives \(a_p^\dagger a_q^\dagger a_q a_p\), with value \(+n_pn_q\) for \(p\ne q\).
- \(p=s,\ q=r\) gives \(a_p^\dagger a_q^\dagger a_p a_q=-a_p^\dagger a_q^\dagger a_q a_p\), with value \(-n_pn_q\).

Hence

\[
\langle a_p^\dagger a_q^\dagger a_s a_r\rangle=n_pn_q(\delta_{pr}\delta_{qs}-\delta_{ps}\delta_{qr}),
\tag{1}
\]

which also correctly gives zero for \(p=q\). The energy is therefore

\[
E=\sum_p n_p h_{pp}+\frac12\sum_{pq}n_pn_q\langle pq\|pq\rangle .
\tag{2}
\]

Fixed nuclear repulsion is added to every total energy and drops out of the differences.

## Removal and addition

In equation (2), collect the terms that contain one chosen occupied spin orbital \(i\). There is one \(h_{ii}\). Each partner \(j\ne i\) occurs twice, as \((i,j)\) and as \((j,i)\), with equal values, which cancels the factor \(\tfrac12\). The term \((i,i)\) is zero. Removing \(i\) removes these terms and changes nothing else, because the other orbitals are frozen:

\[
E_{N-1}^{(i)}-E_N=-h_{ii}-\sum_{j\ne i}^{\rm occ}\langle ij\|ij\rangle
=-h_{ii}-\sum_{j}^{\rm occ}\langle ij\|ij\rangle=-f_{ii}=-\varepsilon_i .
\]

The term \(j=i\) could be restored in the second expression because it vanishes.

Occupying a virtual \(a\) adds \(h_{aa}\) and, by the same pair counting, one interaction with each of the \(N\) electrons present:

\[
E_{N+1}^{(a)}-E_N=h_{aa}+\sum_j^{\rm occ}\langle aj\|aj\rangle=f_{aa}=\varepsilon_a .
\]

An electron in an occupied orbital thus interacts with \(N-1\) others, since its self-interaction cancels, while an electron placed in a virtual orbital interacts with \(N\). Occupied and virtual energies refer to different physical situations although they come from one matrix.

Equation (2) also shows why a whole-electron change equals an eigenvalue. Treat one \(n_p\) as a continuous variable in that formula. Its slope is \(f_{pp}\), and its second derivative is \(\langle pp\|pp\rangle=0\), so the energy is a straight line in \(n_p\). For an energy functional that is curved in \(n_p\), the slope at one end need not equal the finite difference, and this proof does not carry over.

## What canonical orbitals contribute

The removal argument used only orthonormality to reach \(-f_{ii}\). Canonical orbitals turn this diagonal element into an eigenvalue. They also remove the coupling between different one-hole states \(a_i|\Phi\rangle\). To see this, commute \(H\) with \(a_j\). For the one-electron part,

\[
[a_p^\dagger a_q,a_j]=-a_p^\dagger a_ja_q-(\delta_{jp}-a_p^\dagger a_j)a_q=-\delta_{jp}a_q .
\]

For the two-electron part, \(a_j\) passes \(a_sa_r\) without a net sign, and

\[
a_ja_p^\dagger a_q^\dagger=\delta_{jp}a_q^\dagger-\delta_{jq}a_p^\dagger+a_p^\dagger a_q^\dagger a_j ,
\]

so that

\[
[a_p^\dagger a_q^\dagger a_sa_r,a_j]=(-\delta_{jp}a_q^\dagger+\delta_{jq}a_p^\dagger)a_sa_r .
\]

After multiplication by \(\tfrac12\langle pq|rs\rangle\) and summation, the two terms are equal: use \(\langle pj|rs\rangle=\langle jp|sr\rangle\), exchange the names \(r,s\), and use \(a_ra_s=-a_sa_r\). Therefore

\[
[H,a_j]=-\sum_q h_{jq}a_q-\sum_{qrs}\langle jq|rs\rangle a_q^\dagger a_sa_r .
\tag{3}
\]

Now write \(a_i^\dagger Ha_j=a_i^\dagger a_jH+a_i^\dagger[H,a_j]\). For occupied \(i,j\), \(a_j^\dagger a_i|\Phi\rangle=\delta_{ij}|\Phi\rangle\), so the first term has expectation value \(E_N\delta_{ij}\). Equation (1) evaluates the second:

\[
\langle\Phi|a_i^\dagger Ha_j|\Phi\rangle
=E_N\delta_{ij}-h_{ji}-\sum_q^{\rm occ}\langle jq\|iq\rangle
=E_N\delta_{ij}-f_{ji}.
\tag{4}
\]

For an added electron, the adjoint of equation (3) gives

\[
[H,a_b^\dagger]=\sum_q h_{qb}a_q^\dagger+\sum_{qrs}\langle rs|bq\rangle a_r^\dagger a_s^\dagger a_q .
\]

Since \(a_ba_a^\dagger|\Phi\rangle=\delta_{ab}|\Phi\rangle\) for virtual \(a,b\), the part \(a_aa_b^\dagger H\) contributes \(E_N\delta_{ab}\). In the remainder, move \(a_a\) to the right until it annihilates \(\Phi\). This leaves

\[
\langle a_aa_r^\dagger a_s^\dagger a_q\rangle=\delta_{ar}\delta_{sq}n_s-\delta_{as}\delta_{rq}n_r,
\]

and, with \(\langle ra|br\rangle=\langle ar|rb\rangle\),

\[
\langle\Phi|a_aHa_b^\dagger|\Phi\rangle
=E_N\delta_{ab}+h_{ab}+\sum_s^{\rm occ}\langle as\|bs\rangle
=E_N\delta_{ab}+f_{ab}.
\tag{5}
\]

In canonical orbitals both matrices are diagonal. Within the space of one-hole states, the lowest frozen cation therefore has its hole in the highest occupied orbital.

A small model shows the effect of leaving the canonical basis. It has three electrons in six spin orbitals, and its Hamiltonian is a matrix in the full many-electron space. Two of its occupied energies are \(\varepsilon_1=-1.1517\) and \(\varepsilon_3=0.0903\) hartree. The positive \(\varepsilon_3\) means that removing this electron lowers the model's energy; the theorem does not require occupied energies to be negative. Mix the two orbitals by \(30^\circ\):

\[
\phi_1'=\cos30^\circ\,\phi_1+\sin30^\circ\,\phi_3,\qquad
\phi_3'=-\sin30^\circ\,\phi_1+\cos30^\circ\,\phi_3 .
\]

The \(N\)-electron determinant is unchanged, but removal from \(\phi_1'\) costs

\[
-f'_{11}=0.75(1.1517)+0.25(-0.0903)=0.8412\ \text{hartree},
\]

and the two hole states are coupled by

\[
-f'_{13}=-\sin30^\circ\cos30^\circ(\varepsilon_3-\varepsilon_1)=-0.5378\ \text{hartree}.
\]

Both values agree with the matrix elements computed from the state vectors. A localized occupied orbital likewise has a removal cost \(-f_{ii}\), but this is not in general a Fock eigenvalue.

## Relaxation and correlation

A frozen ion is generally not a Hartree-Fock solution for its own electron number. Its Fock matrix lacks the field of the removed electron. Between a remaining occupied \(j\) and a virtual \(b\),

\[
f^{\rm ion}_{bj}=f_{bj}-\langle bi\|ji\rangle=-\langle bi\|ji\rangle ,
\]

because \(f_{bj}=0\) for the parent. If any such element is nonzero, rotating \(j\) towards \(b\) changes the energy at first order, and a suitable rotation lowers it. The frozen determinant is an allowed trial state for the ion, so the unrestricted Hartree-Fock minimum cannot lie above it:

\[
E^{\rm min}_{N-1}-E_N\le-\varepsilon_i,\qquad
E^{\rm min}_{N+1}-E_N\le\varepsilon_a .
\]

These bounds concern the minimum. A self-consistent calculation can stop at a higher stationary point. A result above the lowest frozen energy cannot be the minimum, so an implementation should make that comparison. Passing it is necessary but not sufficient, since a higher stationary point can also lie below the frozen energy.

Correlation, the energy missing from a single determinant, changes the ionization energy by the difference between the correlation energies of ion and parent. The argument above does not fix its sign.

The theorem also concerns one electron at a time. After \(i\) has been removed, the diagonal Fock element of \(j\) is \(\varepsilon_j-\langle ij\|ij\rangle\). Removing \(j\) as well gives a total cost

\[
E_{N-2}^{(ij)}-E_N=-\varepsilon_i-\varepsilon_j+\langle ij\|ij\rangle .
\tag{6}
\]

For two electrons of opposite spin in one spatial orbital, exchange vanishes and the last term is \(J_{ii}\). Doubling the single removal cost omits it.

## Implementation

For real orbitals, let \(C\) hold the orbital coefficients in the atomic basis, and let \(D^\sigma=C^\sigma_{\rm occ}(C^\sigma_{\rm occ})^T\) be the density matrix of spin \(\sigma\), with \(D=D^\alpha+D^\beta\). In the basis functions \(\mu,\nu,\lambda,\kappa\), with \((\mu\nu|\lambda\kappa)=\langle\mu\lambda|\nu\kappa\rangle\), define

\[
J[D]_{\mu\nu}=\sum_{\lambda\kappa}(\mu\nu|\lambda\kappa)D_{\lambda\kappa},\qquad
K[D]_{\mu\nu}=\sum_{\lambda\kappa}(\mu\lambda|\nu\kappa)D_{\lambda\kappa}.
\]

Expanding the orbitals in equation (2) gives

\[
E=\operatorname{tr}(hD)+\frac12\operatorname{tr}(DJ[D])
-\frac12\sum_\sigma\operatorname{tr}(D^\sigma K[D^\sigma])+V_{\rm nn},
\tag{7}
\]

where \(V_{\rm nn}\) is the nuclear repulsion. To check orbital energies, delete or append one column of \(C^\sigma_{\rm occ}\), evaluate equation (7) without a new self-consistent cycle, and subtract the parent energy.

Two details affect the comparison. First, the eigenvalues must belong to the unmodified Fock matrix of the converged density. A level shift that adds \(\lambda\) to the virtual block raises every virtual eigenvalue by \(\lambda\), but leaves the addition energies unchanged. Second, restricted open-shell methods combine different \(\alpha\) and \(\beta\) Fock matrices into one effective operator. Its eigenvalues need not equal the diagonal elements \(f^\sigma_{pp}\) that give the frozen energy differences.

## Ethylene

The example is planar C2H4 at the RHF/6-31G* level, with CC distance 2.5 bohr, CH distance 2.05 bohr and HCC angle \(121.5^\circ\). With five spherical \(d\) functions on each carbon, it has 16 electrons and 36 spatial orbitals, and \(E_N=-78.0311\) hartree. Equation (7) was evaluated for removal from each of the 8 occupied orbitals and addition to each of the 28 virtual ones. The largest absolute deviation from \(-\varepsilon_i\) or \(+\varepsilon_a\) was \(2.0\times10^{-10}\) hartree.

The highest occupied orbital (HOMO) and lowest unoccupied orbital (LUMO) are both odd under reflection in the molecular plane: they are the \(\pi\) and \(\pi^*\) orbitals. The LUMO assignment holds for this basis, which has no diffuse functions; in aug-cc-pVDZ the LUMO is even under this reflection and the first odd virtual orbital is only the fifth. In closed-shell form an orbital energy is the one-electron part, plus the Coulomb sum over all electrons, minus the exchange sum over electrons of the same spin:

\[
\begin{aligned}
\varepsilon_{\rm HOMO}&=-6.8420+7.0731-0.6044=-0.3732\ \text{hartree}\ (\text{from unrounded terms}),\\
\varepsilon_{\rm LUMO}&=-5.9739+6.3803-0.2239=+0.1824\ \text{hartree}\ (\text{from unrounded terms}).
\end{aligned}
\]

For the HOMO, both sums contain the self-repulsion \(J=0.4546\) hartree of the electron considered. It cancels between them, as the proof requires. The Coulomb sum also retains the genuine repulsion \(J\) from the opposite-spin electron in the same spatial orbital. Equation (6) then gives the cost of emptying the HOMO:

\[
2(0.3732)+0.4546=1.2011\ \text{hartree}\ (\text{from unrounded terms}),
\]

in agreement with the direct determinant energy.

For single ionization from the HOMO, the frozen cost is 0.3732 hartree, or 10.16 eV. Relaxing the cation in unrestricted Hartree-Fock lowers it by 0.0470 hartree to 0.3263 hartree, or 8.88 eV. The all-electron second-order perturbation (MP2) correlation energies are \(-0.2557\) hartree for the molecule and \(-0.2054\) hartree for the cation. Their difference raises the ionization energy:

\[
0.3263+(-0.2054+0.2557)\approx0.3765\ \text{hartree}=10.25\ \text{eV},
\]

where the final digits come from unrounded values. In this calculation relaxation and correlation nearly cancel, leaving the frozen value 0.0033 hartree below the MP2 one. This is a result for one molecule, one orbital and one level of theory, not a consequence of the theorem. The values are also not converged in the basis. In aug-cc-pVDZ the frozen, relaxed and MP2 ionization energies become 0.3790, 0.3298 and 0.3908 hartree. The MP2 value rises by 0.014 hartree, about 0.4 eV, and the gap to the frozen value grows from 0.0033 to 0.0118 hartree. Relaxation and correlation still act in opposite directions, but how closely they cancel depends on the basis.

Adding an electron to the LUMO costs 0.1824 hartree with frozen orbitals and 0.1474 hartree after relaxation. The frozen affinity is thus \(-0.1824\) hartree. Neither number describes a bound anion. In a sufficiently extended basis, the extra electron could be placed far from the neutral molecule in a broad, slow wave packet, at an energy cost as small as desired. The minimum addition energy therefore cannot remain positive in the complete-basis limit. The positive relaxed value reflects the confinement imposed by the finite basis. In aug-cc-pVDZ the frozen and relaxed addition energies fall to 0.0405 and 0.0403 hartree. Adding to 6-31G* a single \(s\) function of exponent 0.001 at the CC midpoint brings both to 0.0020 hartree, while \(\varepsilon_{\rm HOMO}\) stays at \(-0.3732\) hartree. A positive \(\varepsilon_a\) should therefore be reported together with the basis used.

The numerical check asserts the full hole and particle matrices of the model. For ethylene it asserts the parent energy, every frozen removal and addition energy, the HOMO and LUMO decompositions and the double removal from the HOMO. The relaxed and MP2 energies are computed values; for them the check asserts only that the ion calculations converged, that relaxation lowers both costs and that MP2 raises the ionization energy. The values quoted for basis sets other than 6-31G* are not among the assertions.

## Calculated quantities

```
model: levels [-2.  -1.4 -0.9  0.3  0.8  1.3] hartree
model: hopping 0.2, repulsion 0.6/distance hartree
model: spin orbitals 6, electrons 3
model: E(N) = -2.851020 hartree
model 1: eps -1.151688, removal 1.151688 hartree
model 2: eps -0.315733, removal 0.315733 hartree
model 3: eps 0.090264, removal -0.090264 hartree
model 4: eps 1.224952, addition 1.224952 hartree
model 5: eps 1.576567, addition 1.576567 hartree
model 6: eps 1.895560, addition 1.895560 hartree
model: mixing angle 30 degrees
model: removal cost of mixed orbital 1 0.841200 hartree
model: coupling of mixed holes 1,3 -0.537781 hartree
model: residual norm of frozen top hole 0.042555 hartree
ethylene: RHF/6-31G*, planar
CC 2.5 bohr, CH 2.05 bohr, HCC angle 121.5 degrees
electrons 16, spatial orbitals 36
E(N) = -78.031068 hartree
occupied 1: eps -11.224686, removal 11.224686 hartree
occupied 2: eps -11.222957, removal 11.222957 hartree
occupied 3: eps -1.030478, removal 1.030478 hartree
occupied 4: eps -0.786087, removal 0.786087 hartree
occupied 5: eps -0.638422, removal 0.638422 hartree
occupied 6: eps -0.582813, removal 0.582813 hartree
occupied 7: eps -0.501064, removal 0.501064 hartree
occupied 8: eps -0.373235, removal 0.373235 hartree
LUMO: eps 0.182412, addition 0.182412 hartree
largest deviation, 8 removals: 2.0e-10 hartree
largest deviation, 28 additions: 8.9e-11 hartree
HOMO: one-electron part -6.841956 hartree
HOMO: Coulomb sum 7.073133, exchange sum 0.604412 hartree
LUMO: one-electron part -5.973948 hartree
LUMO: Coulomb sum 6.380289, exchange sum 0.223929 hartree
HOMO self-repulsion integral J = 0.454634 hartree
removal of both HOMO electrons 1.201104 hartree
twice the single HOMO removal 0.746470 hartree
relaxed UHF ionization energy 0.326272 hartree
cation relaxation energy 0.046963 hartree
relaxed UHF addition energy 0.147430 hartree
anion relaxation energy 0.034982 hartree
MP2 correlation energy, molecule -0.255704 hartree
MP2 correlation energy, cation -0.205430 hartree
MP2 ionization energy 0.376545 hartree
in eV: frozen 10.156, relaxed 8.878, MP2 10.246
in eV: frozen addition to LUMO 4.964
```
